# Reducing Shifted k Grids by Symmetry with Integer Smith-Form Labels: a numerical check

```python
"""Integer symmetry reduction of a shifted k grid through Smith-form labels.

Result under test: with B = K N (B reciprocal basis, K grid basis, N integer),
points k = K (m + p/q) modulo B are labelled by g = U m mod D, where
U N V = D is diagonal. A rotation R with R B = B W sends x = q m + p to
x' = N W adj(N) x / det(N); the image is on the grid exactly when x' is
integer and x' = p modulo q. One sweep over labels then gives the classes of
symmetry-equivalent points, whose sizes are the weights of a grid sum.
Cartesian k is in units of 2 pi / a; the lattice is fcc (reciprocal: bcc).
"""
import itertools
import numpy as np
import scipy.constants as sc

B0 = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
ONE = np.eye(3, dtype=int)


def adj_det(A):
    """Integer adjugate and determinant of a 3x3 integer matrix."""
    c0, c1, c2 = A.T
    adj = np.array([np.cross(c1, c2), np.cross(c2, c0), np.cross(c0, c1)])
    return adj, int(c0 @ adj[0])


def smith(N):
    """Return U, diagonal d, V with U N V = diag(d)."""
    A, U, V = N.copy(), ONE.copy(), ONE.copy()
    for t in range(3):
        while True:
            places = [(abs(int(A[r, c])), r, c) for r in range(t, 3)
                      for c in range(t, 3) if A[r, c] != 0]
            _, r, c = min(places)
            if r != t:
                A[[t, r]] = A[[r, t]]
                U[[t, r]] = U[[r, t]]
            if c != t:
                A[:, [t, c]] = A[:, [c, t]]
                V[:, [t, c]] = V[:, [c, t]]
            for r in range(t + 1, 3):
                f = int(A[r, t] // A[t, t])
                A[r] -= f * A[t]
                U[r] -= f * U[t]
            for c in range(t + 1, 3):
                f = int(A[t, c] // A[t, t])
                A[:, c] -= f * A[:, t]
                V[:, c] -= f * V[:, t]
            if A[t + 1:, t].any() or A[t, t + 1:].any():
                continue
            bad = [r for r in range(t + 1, 3) if (A[r, t + 1:] % A[t, t]).any()]
            if not bad:
                break
            A[t] += A[bad[0]]
            U[t] += U[bad[0]]
        if A[t, t] < 0:
            A[t] *= -1
            U[t] *= -1
    return U, np.diag(A).copy(), V


class Grid:
    def __init__(self, N, p, q):
        self.N, self.p, self.q = np.array(N), np.array(p), q
        self.adj, self.det = adj_det(self.N)
        self.n = abs(self.det)
        self.U, self.d, self.V = smith(self.N)
        adjU, detU = adj_det(self.U)
        self.Uinv = adjU * detU
        assert abs(detU) == 1 and abs(adj_det(self.V)[1]) == 1
        assert np.array_equal(self.U @ self.N @ self.V, np.diag(self.d))
        assert self.d[1] % self.d[0] == 0 and self.d[2] % self.d[1] == 0

    def pack(self, g):
        return g[..., 0] + self.d[0] * (g[..., 1] + self.d[1] * g[..., 2])

    def index(self, m):
        return self.pack((m @ self.U.T) % self.d)

    def label(self, i):
        i = np.asarray(i)
        d = self.d
        return np.stack([i % d[0], i // d[0] % d[1], i // (d[0] * d[1])], -1)

    def point(self, i):
        return self.label(i) @ self.Uinv.T

    def transfer(self, ops):
        return np.array([self.N @ W @ self.adj for W in ops])

    def images(self, i, T):
        """Labels of all on-grid images of point i."""
        y = T @ (self.q * self.point(i) + self.p)
        ok = (y % self.det == 0).all(1)
        y = y // self.det - self.p
        ok &= (y % self.q == 0).all(1)
        return self.index(y[ok] // self.q)

    def reduce(self, ops):
        """Representative of every point, and number of point mappings."""
        T, rep, work = self.transfer(ops), np.full(self.n, -1), 0
        for i in range(self.n):
            if rep[i] < 0:
                rep[self.images(i, T)] = i
                work += len(T)
        return rep, work

    def cartesian_integers(self):
        """Cartesian k of all points in units of 1/(det q)."""
        x = self.q * self.point(np.arange(self.n)) + self.p
        return x @ (B0 @ self.adj).T

    def cartesian(self):
        return self.cartesian_integers() / (self.det * self.q)


# Point group from the integer metric, compared with signed permutations.
metric = B0.T @ B0
vectors = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
           if np.array(v) @ metric @ np.array(v) == metric[0, 0]]
group = []
for triple in itertools.product(vectors, repeat=3):
    W = np.array(triple).T
    if np.array_equal(W.T @ metric @ W, metric):
        group.append(W)
adjB, detB = adj_det(B0)
rotations = [B0 @ W @ adjB // detB for W in group]
signed = set()
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        signed.add(tuple((np.diag(signs) @ ONE[list(perm)]).ravel().tolist()))
assert {tuple(R.ravel().tolist()) for R in rotations} == signed
assert len(group) == len(signed)

# Model band: nearest-neighbour s band on the fcc lattice.
a_lat, hop, mu, kT = 4.0, 1.0, 0.0, 0.2       # angstrom, eV, eV, eV
neighbours = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if np.abs(v).sum() == 2]) / 2.0


def band(k):
    return -hop * np.cos(2 * np.pi * k @ neighbours.T).sum(-1)


def occupied(k):
    e = band(k)
    return 2 * e / (np.exp((e - mu) / kT) + 1)


def contacts(grid, R):
    """Matrix [i, j]: R k_i equals k_j modulo the bcc reciprocal lattice."""
    kc, unit = grid.cartesian_integers(), grid.det * grid.q
    diff = (kc @ R.T)[:, None, :] - kc[None, :, :]
    whole = (diff % unit == 0).all(-1)
    z = diff // unit
    return whole & ((z - z[..., :1]) % 2 == 0).all(-1)


print("point group order:", len(group))
print(f"model: a = {a_lat} angstrom, hopping = {hop} eV, "
      f"mu = {mu} eV, kT = {kT} eV")

grids = {
    "cubic, half shift": Grid(2 * B0, (1, 1, 1), 2),
    "primitive 6x6x6, half shift": Grid(6 * ONE, (1, 1, 1), 2),
    "anisotropic 2x6x6, half shift": Grid(np.diag([2, 6, 6]), (1, 1, 1), 2),
    "skew, shift (1/3,0,1/2)": Grid([[4, 2, 0], [0, 4, 2], [2, 0, 6]],
                                    (2, 0, 3), 6),
}
box = np.array(list(itertools.product(range(-3, 4), repeat=3)))
summary = {}
for name, grid in grids.items():
    # Equal labels must mean a difference inside N Z^3.
    idx = grid.index(box)
    delta = box[:, None, :] - box[None, :, :]
    member = ((delta @ grid.adj.T) % grid.det == 0).all(-1)
    assert np.array_equal(idx[:, None] == idx[None, :], member)
    assert np.array_equal(grid.index(grid.point(np.arange(grid.n))),
                          np.arange(grid.n))
    assert np.array_equal(contacts(grid, ONE), np.eye(grid.n, dtype=bool))

    related = np.zeros((grid.n, grid.n), dtype=bool)
    related_sub = related.copy()
    keep, partial = [], 0
    for W, R in zip(group, rotations):
        on = contacts(grid, R)
        related |= on
        hit = on.any(1)
        T = grid.N @ W @ grid.adj
        integral = bool((T % grid.det == 0).all())
        M = T // grid.det
        tq = (M - ONE) @ grid.p
        preserved = integral and bool((tq % grid.q == 0).all())
        assert preserved == bool(hit.all())
        if integral:
            assert hit.all() or not hit.any()
        elif hit.any():
            partial += 1
        if preserved:
            keep.append(W)
            related_sub |= on
            A, shift = grid.U @ M @ grid.Uinv, grid.U @ (tq // grid.q)
            g = grid.label(np.arange(grid.n))
            moved = grid.pack((g @ A.T + shift) % grid.d)
            assert np.array_equal(moved, on.argmax(1))
    rep, work = grid.reduce(group)
    rep_sub, _ = grid.reduce(keep)
    assert np.array_equal(rep[:, None] == rep[None, :], related)
    assert np.array_equal(rep_sub[:, None] == rep_sub[None, :], related_sub)
    values = occupied(grid.cartesian())
    for r in (rep, rep_sub):
        weight = np.bincount(r, minlength=grid.n)
        assert abs(weight @ values - values.sum()) < 1e-9 * grid.n
    summary[name] = (len(np.unique(rep)), len(np.unique(rep_sub)), keep)
    print(f"grid: {name}")
    print(f"  N = {grid.N.tolist()}, D = {grid.d.tolist()}, points = {grid.n}")
    print(f"  operations keeping whole grid = {len(keep)}, "
          f"keeping only part = {partial}")
    print(f"  classes: full group = {summary[name][0]}, "
          f"grid-keeping subgroup = {summary[name][1]}")
aniso = summary["anisotropic 2x6x6, half shift"]
assert aniso[0] < aniso[1]

# One point followed through a fourfold rotation about z.
grid = grids["cubic, half shift"]
fourfold = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
W4 = next(W for W, R in zip(group, rotations) if np.array_equal(R, fourfold))
start = 5
m = grid.point(start)
x = grid.q * m + grid.p
x_new = grid.N @ W4 @ grid.adj @ x // grid.det
m_new = (x_new - grid.p) // grid.q
end = int(grid.index(m_new))
assert contacts(grid, fourfold)[start, end]
print("followed point on the cubic grid, fourfold rotation about z:")
print(f"  U = {grid.U.tolist()}")
print(f"  U inverse = {grid.Uinv.tolist()}")
print(f"  W = {W4.tolist()}")
print(f"  start: index {start}, g = {grid.label(start).tolist()}, "
      f"m = {m.tolist()}, x = {x.tolist()}")
print(f"  image: x' = {x_new.tolist()}, m' = {m_new.tolist()}, "
      f"g' = {grid.label(end).tolist()}, index {end}")

# Special points of the cubic grid, folded to the shortest equivalent vector.
rep, _ = grid.reduce(group)
weight = np.bincount(rep, minlength=grid.n)
cells = np.array(list(itertools.product(range(-1, 3), repeat=3)))
print("special points of the cubic grid:")
for i in np.unique(rep):
    frac = np.linalg.solve(B0, grid.cartesian()[i]) % 1.0
    trial = (frac - cells) @ B0.T
    k = np.sort(np.abs(trial[(trial ** 2).sum(1).argmin()]))[::-1]
    k_ang = 2 * np.pi / a_lat * k
    print(f"  k = ({k[0]:.4f}, {k[1]:.4f}, {k[2]:.4f}) 2pi/a = "
          f"({k_ang[0]:.4f}, {k_ang[1]:.4f}, {k_ang[2]:.4f}) 1/angstrom, "
          f"weight {weight[i]}/{grid.n}")

# Band energy: direct grid loop, correct reduction, reduction without shift.
name = "primitive 6x6x6, half shift"
grid = grids[name]
direct = np.array([B0 @ ((np.array(t) + 0.5) / 6)
                   for t in itertools.product(range(6), repeat=3)])
e_full = occupied(direct).mean()
rep, _ = grid.reduce(group)
reps, weights = np.unique(rep, return_counts=True)
k_all = grid.cartesian()
e_reduced = weights @ occupied(k_all[reps]) / grid.n
rep0, _ = Grid(grid.N, (0, 0, 0), 1).reduce(group)
reps0, weights0 = np.unique(rep0, return_counts=True)
e_wrong = weights0 @ occupied(k_all[reps0]) / grid.n
spread = np.abs(band(k_all) - band(k_all[rep0])).max()
assert abs(e_full - e_reduced) < 1e-10
assert abs(e_full - e_wrong) > 1e-3 and spread > 1e-3
hartree = sc.physical_constants["Hartree energy in eV"][0]
print("band energy per cell, primitive 6x6x6 grid with half shift:")
print(f"  full grid, {len(direct)} points: {e_full:.6f} eV")
print(f"  reduced, {len(reps)} points: {e_reduced:.6f} eV "
      f"= {e_reduced / hartree:.6f} hartree")
print(f"  shift ignored, {len(reps0)} points: {e_wrong:.6f} eV, "
      f"error {e_wrong - e_full:.6f} eV")
print(f"  largest band-energy mismatch in a faulty class: {spread:.4f} eV")

# Exact float lookup of images that are all on the grid.
f_all = (np.array(list(itertools.product(range(6), repeat=3))) + 0.5) / 6
table = {tuple(f.tolist()) for f in f_all}
keep = summary[name][2]
lost = sum(tuple(f.tolist()) not in table
           for W in keep for f in (f_all @ W.T) % 1.0)
assert lost > 0
print(f"exact float lookup: {lost} of {len(keep) * len(f_all)} "
      "valid images not found")

# Mapping count for growing cubic grids with half shift.
print("mapping count, cubic grids with half shift:")
ratios = []
for size in (2, 4, 8, 16):
    grid = Grid(size * B0, (1, 1, 1), 2)
    rep, work = grid.reduce(group)
    ratios.append(work / grid.n)
    print(f"  points {grid.n}, classes {len(np.unique(rep))}, "
          f"mappings {work}, per point {ratios[-1]:.3f}")
assert all(b < a for a, b in zip(ratios, ratios[1:]))
assert max(ratios) <= len(group) and ratios[-1] < 1.5

print("every check passed")
```

It prints:

```
point group order: 48
model: a = 4.0 angstrom, hopping = 1.0 eV, mu = 0.0 eV, kT = 0.2 eV
grid: cubic, half shift
  N = [[-2, 2, 2], [2, -2, 2], [2, 2, -2]], D = [2, 4, 4], points = 32
  operations keeping whole grid = 48, keeping only part = 0
  classes: full group = 2, grid-keeping subgroup = 2
grid: primitive 6x6x6, half shift
  N = [[6, 0, 0], [0, 6, 0], [0, 0, 6]], D = [6, 6, 6], points = 216
  operations keeping whole grid = 12, keeping only part = 0
  classes: full group = 28, grid-keeping subgroup = 28
grid: anisotropic 2x6x6, half shift
  N = [[2, 0, 0], [0, 6, 0], [0, 0, 6]], D = [2, 6, 6], points = 72
  operations keeping whole grid = 4, keeping only part = 8
  classes: full group = 18, grid-keeping subgroup = 21
grid: skew, shift (1/3,0,1/2)
  N = [[4, 2, 0], [0, 4, 2], [2, 0, 6]], D = [2, 2, 26], points = 104
  operations keeping whole grid = 1, keeping only part = 1
  classes: full group = 102, grid-keeping subgroup = 104
followed point on the cubic grid, fourfold rotation about z:
  U = [[-1, 0, 0], [1, 1, 0], [1, 0, 1]]
  U inverse = [[-1, 0, 0], [1, 1, 0], [1, 0, 1]]
  W = [[0, 1, 0], [0, 1, -1], [-1, 1, 0]]
  start: index 5, g = [1, 2, 0], m = [-1, 3, 1], x = [-1, 7, 3]
  image: x' = [-7, -1, 3], m' = [-4, -1, 1], g' = [0, 3, 1], index 14
special points of the cubic grid:
  k = (0.2500, 0.2500, 0.2500) 2pi/a = (0.3927, 0.3927, 0.3927) 1/angstrom, weight 8/32
  k = (0.7500, 0.2500, 0.2500) 2pi/a = (1.1781, 0.3927, 0.3927) 1/angstrom, weight 24/32
band energy per cell, primitive 6x6x6 grid with half shift:
  full grid, 216 points: -2.706514 eV
  reduced, 28 points: -2.706514 eV = -0.099463 hartree
  shift ignored, 16 points: -1.805578 eV, error 0.900936 eV
  largest band-energy mismatch in a faulty class: 4.7321 eV
exact float lookup: 1134 of 2592 valid images not found
mapping count, cubic grids with half shift:
  points 32, classes 2, mappings 96, per point 3.000
  points 256, classes 10, mappings 480, per point 1.875
  points 2048, classes 60, mappings 2880, per point 1.406
  points 16384, classes 408, mappings 19584, per point 1.195
every check passed
```
